# How NESC becomes IORA and unnormalized elimination becomes ZORA

## One function for each component

I begin with a basis so small that every matrix is a number. In Hartree atomic units, with the energy $E$ measured from the rest energy, the Dirac equation for one electron in a scalar potential $V(\mathbf r)$ is

$$V\varphi+c\,\sigma\!\cdot\!p\,\eta=E\varphi,\qquad c\,\sigma\!\cdot\!p\,\varphi+(V-2c^2)\eta=E\eta .$$

Here $\varphi$ is the large component and $\eta$ the small one. Where $|V-E|\ll 2c^2$, the second equation gives $\eta\approx\sigma\!\cdot\!p\,\varphi/(2c)$. This suggests the trial form

$$\varphi=A\chi,\qquad \eta=B\,\frac{\sigma\!\cdot\!p\,\chi}{2c},$$

with one normalized function $\chi$ and two numbers $A,B$. Define

$$v=\langle\chi|V|\chi\rangle,\quad t=\tfrac12\langle\chi|p^2|\chi\rangle,\quad w=\langle\sigma\!\cdot\!p\,\chi|V|\sigma\!\cdot\!p\,\chi\rangle .$$

Since $(\sigma\!\cdot\!p)^2=p^2$, the norm of $\sigma\!\cdot\!p\,\chi$ is $\langle\sigma\!\cdot\!p\,\chi|\sigma\!\cdot\!p\,\chi\rangle=2t$. Project the first equation on $\chi$. The coupling term is $c\cdot 2t/(2c)=t$, so

$$vA+tB=EA .$$

Project the second on $\sigma\!\cdot\!p\,\chi/(2c)$. The coupling is again $t$, the potential gives $w/(4c^2)$, the term $-2c^2$ gives $-2c^2\cdot2t/(4c^2)=-t$, and the right side is $E\cdot2t/(4c^2)$:

$$tA+\Big(\frac{w}{4c^2}-t\Big)B=\frac{Et}{2c^2}B .$$

Hence $B=u(E)A$ with

$$u(E)=\frac{t}{d(E)},\qquad d(E)=t-\frac{w}{4c^2}+\frac{Et}{2c^2}.$$

There are two ways to use this ratio. Substituting it in the first equation gives $v+tu=E$, the unnormalized elimination. Alternatively, the full Dirac expectation value is taken with the vector $(1,u)$:

$$E=\frac{v+2tu-u^2\,(t-w/4c^2)}{1+u^2t/(2c^2)} .$$

This is the normalized elimination, NESC. Its denominator includes the norm of the small component.

Now set $E=0$ inside $u$, and nowhere else. Then $u_0=t/(t-w/4c^2)$, so $u_0^2(t-w/4c^2)=tu_0$. One of the two terms $tu_0$ in the NESC numerator cancels:

$$E_{\rm unnorm}=v+tu_0,\qquad E_{\rm NESC}=\frac{v+tu_0}{1+u_0^2t/(2c^2)} .$$

The numerators agree, and the metrics differ. The matrix case will keep this structure.

**Numbers.** Take the hydrogen-like ion Ag$^{46+}$ with a point nucleus, $V=-Z/r$, $Z=47$, and $\chi\propto e^{-\zeta r^2}$ times a spin function. The density $\propto e^{-2\zeta r^2}$ has $\langle r^{-1}\rangle=2\sqrt{2\zeta/\pi}$, $\langle r\rangle=\sqrt{2/(\pi\zeta)}$ and $\langle r^2\rangle=3/(4\zeta)$. Also $|\sigma\!\cdot\!p\,\chi|^2=4\zeta^2r^2|\chi|^2$. Therefore

$$t=\tfrac32\zeta,\qquad v=-2Z\sqrt{2\zeta/\pi},\qquad w=-4Z\zeta^{3/2}\sqrt{2/\pi}.$$

Minimizing $t+v$ gives $\zeta=8Z^2/(9\pi)=625.02$ bohr$^{-2}$. In hartree, $t=937.529$, $v=-1875.057$ and $w/(4c^2)=-31.204$, while $2c^2=37557.73$. Thus

$$u_0=\frac{937.529}{937.529+31.204}=0.96779,\qquad tu_0=907.330 .$$

The unnormalized energy is $-1875.057+907.330=-967.727$. The NESC metric is $1+0.96779^2\times937.529/37557.73=1.02338$, and $-967.727/1.02338=-945.62$. The Dirac energy in this same basis is $-945.08$. The metric removes most of the error.

**Limit $c\to\infty$.** Here $u_0\to1$ and the metric tends to 1, so both energies tend to the nonrelativistic $v+t=-937.53$ hartree.

**Limit $V=0$.** For a plane wave with $t=k^2/2>0$ (normalized in a box), $w=0$ and $u_0=1$. With $a=2c^2$ the exact condition $E=tu(E)$ reads $E(1+E/a)=t$. To third order in $t$,

$$E=t-\frac{t^2}{a}+\frac{2t^3}{a^2},\quad E_{\rm unnorm}=t,\quad E_{\rm NESC}=\frac{t}{1+t/a}=t-\frac{t^2}{a}+\frac{t^3}{a^2}.$$

The relative error is first order in $t/a$ without the metric and second order with it.

## From numbers to matrices

Let $\varphi=\sum_jA_j\chi_j$ and $\eta=\sum_jB_j\,\sigma\!\cdot\!p\,\chi_j/(2c)$, with linearly independent, normalizable $\chi_j$ and finite integrals. The numbers $1,v,t,w$ become Hermitian matrices $S,V,T,W$; $V$ now denotes the matrix wherever it stands beside other matrices. The same projections give

$$VA+TB=ESA,\qquad TA-D(E)B=0,$$

$$D(E)=T-\frac{W}{4c^2}+\frac{E}{2c^2}T,\qquad U(E)=D(E)^{-1}T,\qquad B=U(E)A .$$

The inverse must exist at $E=0$. For any coefficients $b$ put $g=\sum_jb_j\,\sigma\!\cdot\!p\,\chi_j$. Since $\langle g|g\rangle=2b^\dagger Tb$,

$$4c^2\,b^\dagger D(0)b=\langle g|2c^2-V|g\rangle .$$

If $V(\mathbf r)<2c^2$ everywhere, this is positive unless $g=0$. But $g=0$ would mean $p\,\varphi=0$ for a normalizable function, hence $b=0$. So $D(0)$ is positive definite for any attractive potential. A potential that rises above $2c^2$ somewhere removes this guarantee.

Unnormalized elimination is now

$$(V+TU)A=ESA .$$

For NESC, insert $(A,UA)$ in the Dirac quadratic form and in the norm, and make the quotient stationary in $A$ at fixed $U$:

$$LA=EMA,\qquad M=S+\frac{1}{2c^2}U^\dagger TU,$$

$$L=V+TU+U^\dagger T-U^\dagger\Big(T-\frac{W}{4c^2}\Big)U .$$

Collecting the terms with $E$ gives a form needed below:

$$L-EM=V-ES+TU+U^\dagger T-U^\dagger D(E)U. \tag{1}$$

If $U=U(E)$ at the same $E$, then $D(E)U=T$ and the last two terms cancel. What remains is $V+TU-ES$, so the two schemes agree and both are equivalent to the matrix Dirac equation. This holds for the state whose energy was put in $U$, which is why the relation is called state-specific.

**Setting $E=0$ in $U$.** Let $U_0=U(0)$, so $D(0)U_0=T$. Multiplying from the left by $U_0^\dagger$ gives $U_0^\dagger D(0)U_0=U_0^\dagger T$. Since $U_0^\dagger T=TD(0)^{-1}T=TU_0$,

$$L_0=V+TU_0+U_0^\dagger T-U_0^\dagger T=V+T\Big(T-\frac{W}{4c^2}\Big)^{-1}T .$$

The two limits are

$$\big(V+TU_0\big)A=ESA, \tag{2}$$

$$\big(V+TU_0\big)A=E\Big(S+\frac{1}{2c^2}U_0^\dagger TU_0\Big)A . \tag{3}$$

The eigenvalue $E$ on the right is not set to zero.

## Why these are matrix ZORA and matrix IORA

The names belong to operator equations, so (2) and (3) must be compared with those. The second Dirac equation is solved by $\eta=(2c^2+E-V)^{-1}c\,\sigma\!\cdot\!p\,\varphi$. The regular approximation neglects $E$ beside $2c^2-V$:

$$\eta=X_0\varphi,\qquad X_0=\frac{c}{2c^2-V}\,\sigma\!\cdot\!p .$$

Near a nucleus $V$ is large and negative, and the denominator stays positive, whereas an expansion in $V/(2c^2)$ would not be justified there. Inserting $X_0\varphi$ in the first Dirac equation gives ZORA:

$$\Big(V+\sigma\!\cdot\!p\,\frac{c^2}{2c^2-V}\,\sigma\!\cdot\!p\Big)\varphi=E\varphi .$$

IORA makes the full Dirac expectation value stationary for the bispinor $(\varphi,X_0\varphi)$. Because $(2c^2-V)X_0\varphi=c\,\sigma\!\cdot\!p\,\varphi$, one of the two coupling terms cancels, as before. The ZORA operator remains on the left, and the metric becomes $1+X_0^\dagger X_0$.

Now represent $X_0$ in the basis $g_j=\sigma\!\cdot\!p\,\chi_j$. Write $\eta=\sum_jb_jg_j$ and project $(2c^2-V)\eta=c\,\sigma\!\cdot\!p\,\varphi$ on each $g_i$. The required matrices are

$$\langle g_i|2c^2-V|g_j\rangle=4c^2D(0)_{ij},\qquad \langle g_i|g_j\rangle=2T_{ij},$$

so $4c^2D(0)b=2cTA$, and

$$b=\frac{1}{2c}D(0)^{-1}TA=\frac{1}{2c}U_0A .$$

This is $B=U_0A$. The ZORA kinetic term becomes $c\cdot2T\cdot U_0/(2c)=TU_0$. The small-component norm becomes $U_0^\dagger(2T)U_0/(4c^2)=U_0^\dagger TU_0/(2c^2)$. Equation (2) is therefore matrix ZORA and equation (3) is matrix IORA.

The word "matrix" carries a condition: $1/(2c^2-V)$ has been replaced by the inverse of a finite matrix. To see the consequence, set $f=\sigma\!\cdot\!p\,\varphi$ and complete the square:

$$2c\,{\rm Re}\langle\eta|f\rangle-\langle\eta|2c^2-V|\eta\rangle
=\Big\langle f\Big|\frac{c^2}{2c^2-V}\Big|f\Big\rangle-\langle\delta|2c^2-V|\delta\rangle,$$

where $\delta=\eta-X_0\varphi$. The maximum over all $\eta$ is the operator ZORA kinetic energy. The maximum over $\eta$ in the span of the $g_j$ is $A^\dagger TU_0A$. A restricted maximum cannot be higher, so matrix ZORA gives a lower bound to the operator ZORA kinetic energy of the same $\varphi$.

For the $1s_{1/2}$ level of Ag$^{46+}$, take 10 Gaussians for $\varphi$ and compare, in this same basis, the inverted matrix with $c^2/(2c^2-V)$ integrated directly as an operator: the matrix ZORA level lies 0.018 hartree lower. With 24 Gaussians reaching larger exponents, the difference is below 0.001 hartree.

## What setting $E=0$ costs

Since $D(E)=D(0)+(E/2c^2)T$, acting on $U_0$ gives

$$D(E)U_0=T+\frac{E}{2c^2}TU_0 .$$

If $D(E)$ is invertible, multiplication by its inverse yields

$$U_0-U(E)=\frac{E}{2c^2}\,U(E)U_0. \tag{4}$$

Let $F(E)=V+TU(E)-ES$. A Dirac solution satisfies $F(E)A=0$. For ZORA, (4) gives at once

$$V+TU_0-ES=F(E)+\frac{E}{2c^2}\,TU(E)U_0. \tag{5}$$

For IORA, use (1) with $U=U_0$ and write $\Delta=U_0-U(E)$. Since $T=D(E)U(E)=U(E)^\dagger D(E)$, the square can be completed:

$$TU_0+U_0^\dagger T-U_0^\dagger D(E)U_0=TU(E)-\Delta^\dagger D(E)\Delta .$$

Inserting (4) for $\Delta$, and using $U(E)^\dagger D(E)=T$ once more,

$$L_0-EM_0=F(E)-\Big(\frac{E}{2c^2}\Big)^2U_0^\dagger TU(E)U_0. \tag{6}$$

The missing energy enters ZORA in first order and IORA in second order. The reason is that the Dirac expectation value is stationary with respect to $U$ at $U(E)$.

**Check on one Gaussian.** At the Dirac energy, $E/2c^2=-945.080/37557.73=-0.025163$. This gives $d(E)=937.529+31.204-23.591=945.14$ and $u(E)=0.99195$. Equation (5) predicts the unnormalized error

$$-0.025163\times937.529\times0.99195\times0.96779=-22.65\ \text{hartree},$$

and the energies above differ by $-967.73+945.08=-22.65$. Equation (6), divided by the metric, predicts

$$-\frac{0.025163^2\times0.96779^2\times937.529\times0.99195}{1.02338}=-0.539\ \text{hartree},$$

in agreement with $-945.619+945.080$.

**Order of the levels.** Let $E<0$ be the lowest electronic Dirac level in the basis, with $D(E)$ positive definite, and let $A$ be its vector. Then $U_0^\dagger TU(E)U_0=U_0^\dagger TD(E)^{-1}TU_0$ is positive definite, and (6) gives $A^\dagger(L_0-EM_0)A<0$. The IORA quotient for this $A$ is below $E$, so the lowest IORA level is below $E$ too. Now take the lowest IORA vector $a$, with energy $E_I<0$. In ZORA its quotient is

$$\frac{a^\dagger L_0a}{a^\dagger Sa}=E_I\,\frac{a^\dagger M_0a}{a^\dagger Sa}<E_I ,$$

because $M_0-S$ is positive definite. Hence $E_{\rm ZORA}<E_{\rm IORA}<E_{\rm Dirac}$ for the lowest level in the same basis. For positive energies the ZORA error changes sign, as the plane wave showed.

The 24-Gaussian basis gives, in hartree:

| Level | Dirac | IORA | ZORA |
|---|---:|---:|---:|
| $1s_{1/2}$ | −1139.04 | −1140.01 | −1174.67 |
| $2p_{1/2}$ | −286.95 | −286.97 | −289.16 |

For $1s_{1/2}$ the values are −30.995, −31.021 and −31.964 keV. In a complete basis the tabulated levels drop by about 0.001 hartree or less. They are point-nucleus values, not the binding energy of the real ion: a Gaussian nucleus of rms radius 4.54 fm raises each $1s_{1/2}$ value by about 0.05 hartree (1.3 to 1.5 eV), and radiative corrections are not included. Relative to the Dirac energy, the ZORA error is 3.1% for $1s_{1/2}$ and 0.77% for $2p_{1/2}$. The IORA errors are 0.085% and about 0.0055%.

## Moving the zero of energy

Setting $E=0$ has a meaning only after the zero of potential has been chosen. Replace $V(\mathbf r)$ by $V(\mathbf r)+\delta$. The matrices change as

$$V\to V+\delta S,\qquad W\to W+2\delta T,$$

the factor 2 coming from $\langle g_i|g_j\rangle=2T_{ij}$. Every Dirac level moves by exactly $\delta$. The approximate levels do not, because $D(0)$ becomes $D(0)-\delta T/(2c^2)$. It remains positive definite if $V(\mathbf r)+\delta<2c^2$.

If $\delta$ brings one Dirac level to zero, the corrections in (5) and (6) vanish for it. ZORA and IORA then both contain this level exactly, within the basis. Levels away from the new zero keep an error.

For a Coulomb potential the operator ZORA error can be found in closed form. Let $E$ be the unshifted Dirac level. Eliminating $\eta$ gives

$$\Big(V+\sigma\!\cdot\!p\,\frac{c^2}{2c^2+E-V}\,\sigma\!\cdot\!p\Big)\varphi=E\varphi .$$

Set $\mathbf r=\mathbf r'/\lambda$ with $\lambda=(2c^2+E)/(2c^2-\delta)$, assuming $\lambda>0$. Then $V(\mathbf r)=\lambda V(\mathbf r')$, $p=\lambda p'$, and the denominator becomes $\lambda[2c^2-\delta-V(\mathbf r')]$. The kinetic term acquires $\lambda^2/\lambda=\lambda$. Dividing the equation by $\lambda$ leaves the ZORA equation for the shifted potential, apart from the additive $\delta$, with eigenvalue $E/\lambda$. So

$$E_{\rm ZORA}(\delta)=\delta+E\,\frac{2c^2-\delta}{2c^2+E}.$$

At $\delta=0$ this is $2c^2E/(2c^2+E)$. For $1s_{1/2}$ it gives $-1139.04/(1-0.030328)=-1174.67$ hartree, the tabulated value.

If the shifted Dirac level is $\tau=E+\delta$, subtracting $\tau$ gives

$$E_{\rm ZORA}-\tau=-\frac{E}{2c^2+E}\,\tau ,$$

which is strictly linear in $\tau$. The program tests this behaviour in the 10-Gaussian basis. With the $1s_{1/2}$ level placed at −200 and then −400 hartree, the ZORA error goes from −6.254 to −12.507 hartree, a ratio of 2.000. The closed formula gives −6.255 and −12.511 hartree; the difference of up to 0.004 hartree is due to the small basis and disappears, to within 0.001 hartree, with 24 Gaussians. The IORA error goes from −0.0311 to −0.1230 hartree, a ratio of 3.96, close to the leading-order value 4. With the level at zero, both errors vanish within the numerical tolerance of $10^{-4}$ hartree.

## Restoring the energy by iteration

The same relation gives a way back to the Dirac level. Start with $E_0=0$, form $U(E_n)$, solve for $E_{n+1}$, and repeat. By (2) and (3), the first cycle of unnormalized elimination is ZORA and the first cycle of NESC is IORA.

To find the convergence near a nondegenerate level, differentiate $D(E)U(E)=T$:

$$\frac{dU}{dE}=-\frac{1}{2c^2}D^{-1}TU=-\frac{1}{2c^2}UU .$$

Since $TU=U^\dagger T$, first-order perturbation theory for the unnormalized equation gives

$$\frac{dE_{n+1}}{dE_n}=-\frac{1}{2c^2}\,\frac{A^\dagger U^\dagger TUA}{A^\dagger SA}.$$

The factor is minus the ratio of the small-component norm to the large-component norm. The iteration converges locally if this ratio is below 1, and its errors alternate in sign. For $1s_{1/2}$ the cycles give

$$-1174.670,\quad -1137.930,\quad -1139.079,\quad -1139.043\ \text{hartree}.$$

Measured from the Dirac level of the 24-Gaussian basis, −1139.0444 (the exact point-nucleus level is −1139.0448), the first three errors are −35.625, +1.114 and −0.035. Each is about −0.03 times the one before.

In NESC, the derivation of (6) can be repeated with $U(E_n)$ in place of $U_0$. The difference $U(E_n)-U(E)$ is proportional to $E-E_n$ and enters squared, so the new error is quadratic in the old one. The first two cycles give −1140.007 and −1139.044 hartree, and the second already agrees with the Dirac level to the digits shown.

The numerical check also confirms (2), (3), (5) and (6) as matrix identities for $s_{1/2}$ and $p_{1/2}$ functions, with the ZORA and IORA matrices built separately from $X_0$ in an orthonormal small-component basis.

## Values computed for the example and the checks

```
Nuclear charge Z = 47; c = 137.035999 a.u.; 2c^2 = 37557.730 Eh
Largest scaled mismatch in matrix identities = 3.0e-15
One Gaussian: exponent = 625.0191 bohr^-2
One Gaussian: S = 1.000000, V = -1875.0574 Eh, T = 937.5287 Eh
One Gaussian: W/(4c^2) = -31.2039 Eh
One Gaussian: U(0) = 0.967789, T U(0) = 907.3300 Eh
One Gaussian: NESC metric at E=0 = 1.023380
One Gaussian: nonrelativistic energy = -937.5287 Eh
One Gaussian: ZORA energy = -967.7275 Eh
One Gaussian: IORA energy = -945.6188 Eh
One Gaussian: Dirac energy = -945.0799 Eh
Large basis: 24 Gaussians, exponents 8.836 to 1.845e+09 bohr^-2
1s1/2 closed Dirac formula = -1139.045 Eh
1s1/2 matrix Dirac = -1139.044 Eh = -30.9950 keV
1s1/2 matrix IORA = -1140.007 Eh = -31.0212 keV
1s1/2 matrix ZORA = -1174.670 Eh = -31.9644 keV
1s1/2 Coulomb ZORA formula = -1174.670 Eh
1s1/2 operator ZORA = -1174.670 Eh, operator IORA = -1140.007 Eh
1s1/2 error: ZORA = -35.625 Eh, IORA = -0.963 Eh
1s1/2 unnormalized cycles 1-4 = -1174.670, -1137.930, -1139.079, -1139.043 Eh
1s1/2 NESC cycles 1-4 = -1140.007, -1139.044, -1139.044, -1139.044 Eh
2p1/2 closed Dirac formula = -286.954 Eh
2p1/2 matrix Dirac = -286.953 Eh = -7.8084 keV
2p1/2 matrix IORA = -286.968 Eh = -7.8088 keV
2p1/2 matrix ZORA = -289.162 Eh = -7.8685 keV
2p1/2 Coulomb ZORA formula = -289.163 Eh
2p1/2 operator ZORA = -289.162 Eh, operator IORA = -286.968 Eh
2p1/2 error: ZORA = -2.209 Eh, IORA = -0.016 Eh
2p1/2 unnormalized cycles 1-4 = -289.162, -286.936, -286.953, -286.953 Eh
2p1/2 NESC cycles 1-4 = -286.968, -286.953, -286.953, -286.953 Eh
Small basis: 10 Gaussians, exponents 44.180 to 8.696e+05 bohr^-2
1s1/2 operator minus matrix ZORA, small basis = 0.01784 Eh
1s1/2 operator minus matrix ZORA, large basis = 0.00002 Eh
Small-basis 1s1/2 Dirac level before shift = -1138.916 Eh
Level shifted to -400 Eh: ZORA error = -12.50705 Eh, IORA error = -0.12301 Eh
Level shifted to -200 Eh: ZORA error = -6.25355 Eh, IORA error = -0.03106 Eh
Level shifted to 0 Eh: ZORA error = -0.00000 Eh, IORA error = -0.00000 Eh
Error ratio on doubling the level: ZORA = 2.0000, IORA = 3.9605
```
